Generalized Einstein relation for carriers in a Gaussian density of states

A contact injects carriers into a disordered film, and they pile up next to it. Diffusion drives them into the film, while the field of the accumulated charge pulls them back. In equilibrium the two fluxes cancel. If even the states that hold most of the carriers are rarely occupied, the cancellation requires the classical ratio D/μ = kT/e. Near an injecting contact, however, the deep states of the disordered film may be substantially filled. If the carriers interact only by exclusion and through their mean potential, the same balance then gives a larger ratio, which depends on the density of states and on its filling.

**Setting and assumptions**

The carriers have charge +e; electrons are treated in Remark 1. They occupy localized states with density of states g(E) per volume and energy, whose total is N. The following is assumed.

(A1) Each state holds at most one carrier, and there is no interaction beyond this exclusion, except through the mean electrostatic potential φ(x).

(A2) The potential varies so slowly that each small region contains many states, has the same g measured from its local centre, and has a density n fixed by its local chemical potential ζ. Energies E and ζ are counted from that centre.

(A3) The temperature T is uniform, and the system is in equilibrium or so close to it that the particle flux is linear in the field F = −dφ/dx and in the density gradient:

j = μnF − D dn/dx.

Here μ is the mobility, defined as conductivity divided by en, and D is the collective diffusion coefficient, which governs the spreading of a density disturbance. Both may depend on n and T.

In equilibrium the occupation is

f(E) = 1/(1 + e^{(E−ζ)/kT}), n = ∫ g(E) f(E) dE.

For the Gaussian case,

g(E) = N exp(−E²/2σ²)/(σ√(2π)),

and I write s = σ/kT, z = ζ/kT, u = E/kT and c = n/N. The last quantity is the filling, 0 < c < 1.

**Theorem**

(a) Under A1 to A3, for any g,

D/μ = n/(e dn/dζ) = η kT/e, η = ∫ g f dE / ∫ g f(1−f) dE > 1.

(b) For the Gaussian, η depends on c and s alone and increases with c. As functions of z,

c(z) = e^{z+s²/2} c(−s²−z), 1/η(z) + 1/η(−s²−z) = 1.

(c) In particular, η = 2 when ζ = −σ²/(2kT).

**Lemma 1: balance of drift and diffusion**

In equilibrium the electrochemical potential E_F = ζ(x) + eφ(x) is constant. Differentiation gives

dζ/dx = −e dφ/dx = eF.

Since n depends on position through ζ,

dn/dx = (dn/dζ) eF.

The flux vanishes in equilibrium, so

0 = μnF − D (dn/dζ) eF.

Division by F, which may be small but is not zero, gives

D/μ = n/(e dn/dζ).

The coefficients D and μ are properties of the local state. They do not depend on whether a small field and a small gradient happen to cancel. The ratio found from equilibrium therefore also holds in the linear regime around it, where a net current flows. ∎

**Lemma 2: the enhancement as an average occupation**

Put y = (E−ζ)/kT. Then

df/dζ = (1/kT) e^y/(1+e^y)² = f(1−f)/kT,

because 1−f = e^y/(1+e^y). Hence

kT dn/dζ = ∫ g f(1−f) dE.

Inserting this in Lemma 1 gives the integral form of η. Let ⟨f⟩ = ∫ g f² dE / ∫ g f dE, the occupation averaged over the carriers. Dividing numerator and denominator of η by ∫ g f dE yields

η = 1/(1−⟨f⟩).

Since 0 < f < 1, also 0 < ⟨f⟩ < 1, and therefore η > 1. This proves part (a). ∎

The classical relation thus requires ⟨f⟩ ≪ 1. A small filling c is not sufficient by itself: c averages f over all states, whereas ⟨f⟩ averages it over the states where the carriers are, and these lie preferentially in the low-energy tail.

**Remark 1: electrons.** For charge −e the drift flux is −μnF, and E_F = ζ − eφ gives dζ/dx = −eF. Both terms of the balance change sign, and D/μ is unchanged.

**Remark 2: what is enhanced.** The relation fixes a ratio. Consider identical sites at spacing a, with hopping rate W between neighbours, in mean field. The flux between sites i and j without a field is

W[f_i(1−f_j) − f_j(1−f_i)] = W(f_i − f_j),

so D = Wa², whatever the filling. A small field changes the forward and backward rates to W(1 ± eFa/2kT). At uniform filling c the flux is then Wc(1−c)eFa/kT. Dividing by F and by the line density c/a gives

μ = W(1−c)ea²/kT, D/μ = (kT/e)/(1−c).

In this case the ratio grows because the mobility falls, not because D rises. The collective D must also be distinguished from the motion of a marked carrier. Such a carrier finds its target site empty with probability 1−c, so its mean square displacement initially grows as 2Wa²(1−c)t. On a line the carriers cannot pass one another, which slows its later spreading further.

**Lemma 3: the mirror law**

In reduced variables,

c(z) = ∫ G(u) du/(1+e^{u−z}), G(u) = exp(−u²/2s²)/(s√(2π)).

The right side contains s and z only. It increases from 0 to 1 with z, so z, and with it η, is a function of c and s. Because n = Nc and kT d/dζ = d/dz, Lemma 1 reads

1/η = (1/c) dc/dz = d ln c/dz.

Now substitute u = v − s². The exponent of G becomes

−(v−s²)²/2s² = −v²/2s² + v − s²/2,

and therefore

c(z) = e^{−s²/2} ∫ G(v) e^v/(1+e^{v−s²−z}) dv.

Write e^v = e^{s²+z} e^{v−s²−z}, and divide numerator and denominator by e^{v−s²−z}:

c(z) = e^{z+s²/2} ∫ G(v) dv/(1+e^{−v+s²+z}).

Since G is even, v may be replaced by −v. The integral is then c evaluated at −s²−z, which proves the first law in (b). Taking the logarithm and differentiating gives

1/η(z) = 1 − 1/η(−s²−z),

where the minus sign comes from the inner derivative of −s²−z. This is the second law. At z = −s²/2 the two arguments coincide, so 2/η = 1 and η = 2. This is part (c). ∎

**Lemma 4: η increases with filling**

Let L(v) = 1/(1+e^{−v}), so that c(z) = ∫ L(v)G(z−v) dv. The first derivative can be written in two ways,

c′ = ∫ L(v)G′(z−v) dv = ∫ L′(w)G(z−w) dw,

which are related by partial integration, and c″ = ∫ L′(w)G′(z−w) dw. For the Gaussian, G′(z−v) = G(z−v)(v−z)/s². Hence

cc″ − c′² = ∫∫ L(v)L′(w)G(z−v)G(z−w) (w−v)/s² dv dw.

Average this expression with the one in which v and w are exchanged, and use L′ = L(1−L):

cc″ − c′² = ½ ∫∫ L(v)L(w)G(z−v)G(z−w) [(w−v)/s²][L(v)−L(w)] dv dw.

L is an increasing function, so the last two factors have opposite signs whenever v ≠ w. The integral is negative. Then d(1/η)/dz = (cc″ − c′²)/c² < 0, so η rises with z and hence with c. This completes the proof of the theorem. ∎

**Limits of the Gaussian result**

**Dilute limit.** Put x = z − u, so f = e^x/(1+e^x). Then

e^x − e^{2x} ≤ f ≤ e^x, e^{2x} − 2e^{3x} ≤ f² ≤ e^{2x}.

Completing the square gives ∫ G(u)e^{−ku} du = e^{k²s²/2}. To leading order,

c ≈ e^{z+s²/2}, ∫ G f² du ≈ e^{2z+2s²}.

Their ratio is ⟨f⟩ ≈ e^{z+3s²/2} = c e^{s²}, and therefore

η ≈ 1 + c e^{s²}.

The bounds show when this is justified. The relative error of ∫ G f² du is at most 2e^{3z+9s²/2}/e^{2z+2s²} = 2e^{z+5s²/2} ≈ 2c e^{2s²}. The condition c e^{2s²} ≪ 1 is thus sufficient, and it is very restrictive for a broad Gaussian.

In the same limit the carriers are distributed as G(u)e^{−u}, which is proportional to G(u+s²). Their mean energy is −σ²/kT. When ζ has risen to this energy, z = −s² and the mirror point is z = 0. There c = 1/2, because the occupations at u and −u add up to one. The mirror law gives

c(−s²) = ½ e^{−s²/2}, 1/η(−s²) = 1 − 1/η(0).

**Half filling.** At z = 0,

η(0) = ½ / ∫ G f(1−f) du.

The function f(1−f) = −df/du has unit area. Its second moment follows by partial integration:

∫ u² f(1−f) du = 4 ∫₀^∞ u du/(1+e^u) = 4(1 − 1/4 + 1/9 − …) = 4·π²/12 = π²/3.

Since 1 − u²/2s² ≤ exp(−u²/2s²) ≤ 1, the integral in η(0) lies between (1−π²/6s²)/(s√(2π)) and 1/(s√(2π)). For s² > π²/6 this gives the two-sided bound

s√(π/2) ≤ η(0) ≤ s√(π/2)/(1−π²/6s²).

The enhancement at half filling therefore grows in proportion to σ/kT when the disorder is strong.

**Low temperature at fixed filling.** As T → 0, f(1−f)/kT becomes a narrow peak of unit area at ζ, so dn/dζ → g(ζ) and

D/μ → n/(e g(ζ)).

This is finite, whereas kT/e vanishes. At half filling its value is (σ/e)√(π/2).

**Nearly full states.** Replacing u by −u in c(−z) turns f into 1−f, so c(−z) = 1−c(z). The derivative dc/dz is then the same at z and −z. Since η = c/(dc/dz),

η(1−c) = η(c)(1−c)/c,

where the argument now denotes the filling. As c → 0, η(c) → 1. Hence the enhancement near complete filling approaches the inverse of the fraction of empty states.

**Example**

The following numbers illustrate the formula with A1 taken for granted. Whether charged carriers satisfy it at this density is examined below. Take the round model parameters σ = 0.10 eV, T = 300 K, N = 10²¹ cm⁻³ and μ = 10⁻⁴ cm²/(V s), with one state in a hundred filled, so n = 10¹⁹ cm⁻³. Then kT = 0.02585 eV and

s = 0.10/0.02585 = 3.868, s² = 14.96.

Solving c(z) = 0.01 numerically gives ζ = −0.258 eV. The carrier-averaged occupation is ⟨f⟩ = 0.389, although the average over all states is 0.01. Thus

η = 1/(1−0.389) = 1.64,

D/μ = 1.636 × 25.85 mV = 42.3 mV,

D = 10⁻⁴ cm²/(V s) × 0.0423 V = 4.23 × 10⁻⁶ cm²/s.

At the same mobility the classical relation gives D = 2.59 × 10⁻⁶ cm²/s. This is too small by 39% of the generalized value, a fraction equal to ⟨f⟩ because (η−1)/η = ⟨f⟩. The difference also enters the equilibrium field that balances a given density gradient, F = (D/μ) d ln n/dx. Suppose that fixed charges of opposite sign keep the film nearly neutral, and that the density at this filling changes at a rate of one factor e per 10 nm. Within the model the field is then 0.0423 V/10⁻⁶ cm = 4.2 × 10⁴ V/cm, instead of the classical 2.6 × 10⁴ V/cm.

These numbers omit the Coulomb interaction between individual carriers. At the present density their mean distance is n^(−1/3) = 4.6 nm. For a relative permittivity of 3, two carriers at this distance repel each other with an energy of about 0.10 eV, or four times kT. Assumption A1 is then not justified, and the interaction can change dn/dζ, and with it D/μ, substantially. The values 1.64 and 42.3 mV therefore describe the model and are not predictions for charged carriers in such a film.

In an accumulation layer without fixed charges, the carriers themselves set the gradient. Its length scale is roughly √(ε(D/μ)/(en)), where ε is the permittivity. For a relative permittivity of 3 this is 0.8 nm at the present density. Integrating Poisson's equation with the field vanishing deep in the film, F² = (2/ε)∫ n dζ, gives a somewhat shorter distance n/|dn/dx| = 0.6 nm. Both are less than the typical distance N^(−1/3) = 1 nm between states. Assumption A2 then fails as well. Both assumptions are better satisfied in the more dilute part of such a layer, but the enhancement is smaller there. At c = 10⁻⁴ the length estimate is 7 nm (5 nm from Poisson's equation) and the repulsion at the mean distance is 0.9 kT, while η is only 1.17. Even there the assumptions are not securely met: the repulsion is still comparable to kT, and the length is well below the mean distance of 22 nm between carriers, so a smooth mean potential remains an approximation.

With σ and T unchanged, η is 1.04 at c = 10⁻⁶, 1.33 at 10⁻³, 2.44 at 0.1 and 5.33 at one half. It reaches 2 at c = 0.040, where ζ = −0.193 eV; by Lemma 4 it is below 2 at every smaller filling. When ζ equals the dilute mean energy, −0.387 eV, the filling is 2.8 × 10⁻⁴ and η = 5.33/4.33 = 1.23. The half-filling bounds are 4.85 and 5.45. At c = 0.9 the exchange of carriers and vacancies gives η = 9 × 2.44 = 22.0. This is still about twice the limiting form 1/(1−c) = 10, because a vacancy fraction of 0.1 is not dilute in this Gaussian.

The dilute formula is unusable over this whole range. At c = 0.01 it would give η ≈ 3 × 10⁴. Even at c = 10⁻⁶ the term c e^{s²} is 3.15, while η−1 is 0.035. The sufficient condition c e^{2s²} ≪ 1 would here require c far below 10⁻¹³.

Temperature acts on η and on kT in opposite directions. At c = 0.01, η falls from 2.29 at 200 K to 1.35 at 400 K, but D/μ rises only from 39.5 to 46.4 mV. Doubling T thus raises the ratio by about 18%, where the classical relation would double it. This weak dependence agrees with the finite low-temperature limit derived above, which at this filling is n/(e g(ζ)) = 37.5 mV. The mobility was held fixed in the example; in a real hopping system it changes with both filling and temperature.

**Numerical tests of the balance**

In a sinusoidal equilibrium potential of amplitude 0.05 V, the diffusion flux with the generalized D cancels the drift flux at the chosen test point. With the classical D it cancels 59% of it.

A second test uses hopping kinetics. Carriers move between neighbouring sites of a periodic chain with Gaussian site energies, s = 2, according to the mean-field equation

df_i/dt = Σ_j [w_ji f_j(1−f_i) − w_ij f_i(1−f_j)], w_ij = exp[−(E_j−E_i)/2kT],

with time in units of the inverse hopping rate between equal energies. The mobility follows from the steady current in a small field. D follows separately from the decay rate Dk² of a density wave of small wavenumber k. At fillings 0.352 and 0.648 the ratio D/μ, in units of kT/e, is 2.502 and 4.604. Both agree with Σf/Σf(1−f), the discrete form of η, within the test's relative tolerance of 10⁻³. Between these fillings D changes by only 4%, while μ falls by 44%. This split is special to the chosen pair. The site energies are symmetric about zero and the two fillings add up to one, so dn/dζ is the same at both. By Lemma 1 the conductivity enμ equals e²D dn/dζ, so here D and the conductivity change by the same factor. Exchanging carriers and vacancies turns one case into the other on a chain with all site energies reversed in sign, which has the same levels in a different order. The order of the levels affects transport along a chain, so this factor need not be close to one in general; for the order used here it is 1.04. The comparison therefore tests the ratio D/μ, but does not show how D and μ vary separately at other fillings.

**Where the relation fails**

Each assumption marks a limit. If injected carriers have not yet relaxed into the deep states, f is not a Fermi function of a single ζ, and the step from dn/dx to dn/dζ is lost. If the field is strong enough to change the occupation or to make the flux nonlinear, the equilibrium ratio no longer fixes the transport coefficients. A potential that varies appreciably over one hop violates A2, and a temperature gradient adds a further term to the flux. Interactions beyond the mean potential alter n(ζ). Lemma 1 then still holds if n remains a local function of ζ, but dn/dζ must be taken from the interacting system, and the integral formula for η no longer applies.

Values computed for the example and the checks

```
Gaussian width sigma = 0.10 eV
temperature T = 300 K
thermal energy kT = 0.025852 eV
s = sigma/kT = 3.8682, s^2 = 14.9628 (no unit)
state density N = 1.0e+21 cm^-3
filling c = 0.01, density n = 1.0e+19 cm^-3
chemical potential zeta = -0.25783 eV
zeta/kT = -9.9733 (no unit)
enhancement eta = 1.6364 (no unit)
carrier-averaged occupation = 0.3889 (no unit)
classical D/mu = 25.852 mV
generalized D/mu = 42.305 mV
assumed mobility = 1.0e-04 cm^2/(V s)
classical D = 2.5852e-06 cm^2/s
generalized D = 4.2305e-06 cm^2/s
c exp(s^2) at this filling = 3.150e+04 (no unit)
c exp(2 s^2) at this filling = 9.919e+10 (no unit)
filling c | zeta (eV) | eta (no unit), at 300 K
1e-06 | -0.5487 | 1.0353
1e-05 | -0.4858 | 1.0829
1e-04 | -0.4189 | 1.1711
1e-03 | -0.3450 | 1.3294
1e-02 | -0.2578 | 1.6364
1e-01 | -0.1412 | 2.4401
3e-01 | -0.0577 | 3.6744
5e-01 | -0.0000 | 5.3316
9e-01 | 0.1412 | 21.9613
zeta=-sigma^2/kT: -0.3868 eV, c = 2.8174e-04, eta = 1.2309
zeta=-sigma^2/(2kT): -0.1934 eV, c = 3.9944e-02, eta = 2.0000
half filling: eta = 5.3316, leading estimate = 4.8480, corrected estimate = 5.4468
T = 200 K, c = 0.01: s = 5.8023, eta = 2.2928, D/mu = 39.515 mV
T = 400 K, c = 0.01: s = 2.9011, eta = 1.3472, D/mu = 46.439 mV
potential test: classical diffusion/drift = 0.5936, generalized = 1.000000 (no unit)
dilute test, s = 1: c = 1.013e-05, (eta-1)/(c exp(s^2)) = 0.99993 (no unit)
hopping chain: 20 sites per cell, s = 2.0; units kT = e = spacing = 1
chain c = 0.3521: mu = 0.22946, D = 0.57407, D/mu = 2.50185, formula = 2.50186
chain c = 0.6479: mu = 0.12956, D = 0.59648, D/mu = 4.60379, formula = 4.60383
```
